\section*{Polyhedral Rotation Averages and the Single-Qubit Clifford 3-Design}

\section{A random gate from a finite list}

A qubit is prepared in a pure state, a randomly chosen gate $U$ acts on it, and the probability of a fixed measurement outcome is recorded. Ideally the gate is drawn uniformly from all rotations of the Bloch sphere, so that no direction is preferred. A laboratory has a finite list of well-calibrated gates. Which averages over the continuous set does such a list reproduce without error?

The mean outcome probability is of first degree in $U$ and in $U^*$, and its mean square is of second degree in each. Higher moments probe finer angular detail, and a finite list must eventually fail to resolve it. The lists considered here are the rotation groups of the tetrahedron, $T$, of the cube, $O$, and of the icosahedron, $I$, with $|G|=12$, $24$ and $60$ elements, all used with equal weight.

For integer $l\ge0$ let $D^l(g)=\exp(-i\omega\,\mathbf n\cdot\mathbf J)$ be the spin-$l$ matrix of the rotation $g$ by angle $\omega$ about the unit vector $\mathbf n$, with $\hbar=1$ and active rotations. Define
\begin{equation}
P_l=\frac1{|G|}\sum_{g\in G}D^l(g).
\label{P}
\end{equation}
The claim is that $P_l$ equals the average of $D^l$ over all rotations for every $l\le L$, where $L=2,3,5$ for $T,O,I$, and that this fails at $l=L+1$. It follows that the single-qubit Clifford group is a unitary 3-design and not a 4-design.

\section{What both derivations share}

\subsection{Averages are projectors}

Multiplying two averages gives
\begin{equation}
P_l^2=\frac1{|G|^2}\sum_{g,h}D^l(gh)=\frac1{|G|}\sum_{k}D^l(k)=P_l ,
\end{equation}
because for fixed $g$ the product $gh$ runs once through the group. Since $D^l(g)^\dagger=D^l(g^{-1})$, and inverses also run once through the group, $P_l^\dagger=P_l$. Thus $P_l$ is an orthogonal projector. The same rearrangement gives $D^l(h)P_l=P_l$, so every vector in its range is invariant under $G$. Conversely, an invariant vector satisfies $P_lv=v$. The rank
\begin{equation}
n_l=\operatorname{tr}P_l=\frac1{|G|}\sum_g\chi_l(g),\qquad \chi_l=\operatorname{tr}D^l,
\label{rank}
\end{equation}
therefore counts the independent invariant vectors of spin $l$.

The average over all rotations, taken with the invariant (Haar) measure, is likewise the projector on vectors invariant under every rotation. Such a vector obeys $J_kv=0$ for all $k$, hence $\mathbf J^2v=l(l+1)v=0$, which requires $l=0$. The Haar average is thus $1$ for $l=0$ and $0$ for $l\ge1$. The finite average agrees with it at a given $l\ge1$ if and only if $n_l=0$.

\subsection{From spin $l$ to $t$ copies of a gate}

A set of gates is a unitary $t$-design if its average
\begin{equation}
M_G^{(t)}=\frac1{|G|}\sum_g U_g^{\otimes t}\otimes (U_g^*)^{\otimes t}
\end{equation}
equals the Haar average. The entries of this matrix are the averages of all products of $t$ elements of $U$ and $t$ of $U^*$. A global phase of $U$ cancels, so $U$ may be taken in SU(2), $U=\exp(-i\omega\,\mathbf n\cdot\boldsymbol\sigma/2)$. From $\sigma_y\sigma_k^*\sigma_y=-\sigma_k$ one finds
\begin{equation}
\sigma_yU^*\sigma_y=\exp\!\Big(\frac{i\omega}{2}\,\mathbf n\cdot\sigma_y\boldsymbol\sigma^*\sigma_y\Big)=U .
\end{equation}
A fixed change of basis therefore turns $U^{\otimes t}\otimes(U^*)^{\otimes t}$ into $U^{\otimes 2t}$, the rotation of $2t$ spins $\tfrac12$. Their total spin takes the integer values $l=0,\dots,t$, which is why half-integer $l$ is not needed.

Let $m_l$ be the number of spin-$l$ multiplets. The states with magnetic quantum number $l$ form a space of dimension $\binom{2t}{t-l}$, spanned by the product states with $t+l$ spins up, and each multiplet of spin at least $l$ contributes one dimension to it. Subtracting the count for $l+1$ gives
\begin{equation}
m_l=\binom{2t}{t-l}-\binom{2t}{t-l-1},
\label{mult}
\end{equation}
where the last term is zero for $l=t$. For $l<t$ the ratio of the two binomials is $(t+l+1)/(t-l)>1$, so every $m_l$ with $l\le t$ is positive.

In this basis $M_G^{(t)}$ consists of $m_l$ copies of each $P_l$, while the Haar average keeps the $l=0$ part alone. Their difference is a projector, whose squared Frobenius norm equals its rank:
\begin{equation}
\big\|M_G^{(t)}-M_{\rm Haar}^{(t)}\big\|_F^2=\sum_{l=1}^{t}m_l\,n_l .
\label{distance}
\end{equation}
All terms are non-negative and $m_l>0$. Hence $G$ is a $t$-design if and only if $n_1=\dots=n_t=0$.

\subsection{The Clifford group is $O$}

A single-qubit Clifford gate maps each Pauli matrix to a Pauli matrix up to sign under $\sigma_j\mapsto U\sigma_jU^\dagger=\sum_iR_{ij}\sigma_i$. Its rotation $R$ is then a permutation of the three axes combined with sign changes. There are $6\times8=48$ such matrices. Reversing the sign of one row pairs those of determinant $+1$ with those of determinant $-1$, so 24 are rotations. Each comes from some $U$, which $R$ fixes up to a phase. These 24 matrices are the rotations that map a cube with faces normal to the axes onto itself. The Clifford group modulo phases is therefore $O$, and what remains is to find $n_l$.

\section{First derivation: counting poles}

The trace of $D^l$ depends on the rotation angle alone, $\chi_l(\omega)=\sum_{m=-l}^{l}e^{-im\omega}$. Sum it over the $n$ rotations about an $n$-fold axis:
\begin{equation}
\sum_{k=0}^{n-1}\chi_l\!\Big(\frac{2\pi k}{n}\Big)=\sum_{m=-l}^{l}\sum_{k=0}^{n-1}e^{-2\pi imk/n}=n\big(2\lfloor l/n\rfloor+1\big).
\label{cyclic}
\end{equation}
The inner sum is $n$ if $n$ divides $m$ and zero otherwise, and there are $2\lfloor l/n\rfloor+1$ multiples of $n$ between $-l$ and $l$.

Each rotation axis meets the unit sphere at two poles. For a regular solid the poles point to vertices, face centres and edge midpoints. The rotation group carries any vertex to any other, and likewise any face and any edge, so the poles form three orbits. The rotations that fix a pole in orbit $i$ form a cyclic group of order $n_i$, and the orbit has $|G|/n_i$ poles. The orders are
\begin{equation}
T:(2,3,3),\qquad O:(2,3,4),\qquad I:(2,3,5).
\end{equation}
For $T$ the two threefold orbits are the vertices and the face centres.

Every rotation other than the identity fixes exactly two poles. Counting pairs of a pole and a non-identity rotation fixing it gives
\begin{equation}
2(|G|-1)=\sum_{i=1}^3\frac{|G|}{n_i}(n_i-1)
\quad\Longrightarrow\quad
\sum_i\frac1{n_i}=1+\frac2{|G|}.
\label{poles}
\end{equation}
Now weight each pair with its character. The left side becomes twice the character sum without the identity, whose character is $2l+1$. On the right, Eq.~(\ref{cyclic}) is used with the identity removed:
\begin{align}
2\big[|G|n_l-(2l+1)\big]
&=\sum_i\frac{|G|}{n_i}\Big[n_i\big(2\lfloor l/n_i\rfloor+1\big)-(2l+1)\Big]\nonumber\\
&=|G|\Big[2\sum_i\lfloor l/n_i\rfloor+3-(2l+1)\sum_i\frac1{n_i}\Big]\nonumber\\
&=|G|\Big[2\sum_i\lfloor l/n_i\rfloor+2-2l\Big]-2(2l+1).
\end{align}
The last line uses Eq.~(\ref{poles}). The terms $-2(2l+1)$ cancel, and division by $2|G|$ leaves
\begin{equation}
n_l=1-l+\lfloor l/2\rfloor+\lfloor l/3\rfloor+\lfloor l/n\rfloor,
\qquad n=3,4,5\ \text{for}\ T,O,I.
\label{nl}
\end{equation}

The part without the last term is $0,0,0,0,-1,0$ for $l=1,\dots,6$. Adding $\lfloor l/n\rfloor$ gives
\begin{center}
\begin{tabular}{c|cccccc}
$l$&1&2&3&4&5&6\\ \hline
$T$&0&0&1&1&0&2\\
$O$&0&0&0&1&0&1\\
$I$&0&0&0&0&0&1
\end{tabular}
\end{center}
The first failures are at $l=3,4,6$, so $L=2,3,5$. By the criterion below Eq.~(\ref{distance}), $T$, $O$ and $I$ are a 2-, 3- and 5-design, and none of them is a design of the next order.

Failure at $L+1$ does not mean failure at every larger $l$: $O$ also averages $l=5$ correctly. Such isolated successes end at a definite point. Write $\lfloor l/n_i\rfloor=l/n_i-f_i$ with $0\le f_i\le1-1/n_i$. Equations~(\ref{nl}) and (\ref{poles}) then give
\begin{equation}
n_l=1+\frac{2l}{|G|}-\sum_if_i\ \ge\ \frac{2l+2}{|G|}-1 ,
\end{equation}
since $\sum_if_i\le3-1-2/|G|$. The bound is positive for $l\ge|G|/2$, so from $l=6$, $12$ and $30$ onwards $T$, $O$ and $I$ fail at every $l$. For large $l$ the count grows as $2l/|G|$. Among these three groups the larger ones fail later, but none avoids failure.

\section{Second derivation: invariant polynomials}

The spherical harmonics of order $l$, multiplied by $r^l$, span the homogeneous polynomials of degree $l$ in $x,y,z$ that satisfy $\nabla^2f=0$. They carry spin $l$, so $n_l$ is the number of independent harmonic polynomials of degree $l$ unchanged by $G$. These can be sought directly.

\subsection{Tetrahedron}

Place the twofold axes of $T$ along $x,y,z$. The group then consists of the reversals of two coordinates at a time, the cyclic permutations, and their products. A monomial $x^ay^bz^c$ survives the reversals if $a+b$, $b+c$ and $a+c$ are even, so the exponents are all even or all odd. Cyclic symmetry restricts the sums further.

Degree 1 has no such monomial. In degree 2 the invariant is $r^2=x^2+y^2+z^2$, but $\nabla^2r^2=6$, so it is not harmonic. In degree 3 the exponents must all be odd, which leaves $xyz$. It is harmonic and invariant. Hence $L=2$ for $T$.

\subsection{Cube}

The group $O$ contains $T$ and also the quarter turns, so its invariants are found among those of $T$. Degrees 1 and 2 remain empty. A quarter turn about $z$ substitutes $(x,y)\to(y,-x)$ and changes $xyz$ into $-xyz$, which empties degree 3. In degree 4 the exponents must be even, and the candidates are
\begin{equation}
f=a(x^4+y^4+z^4)+b(x^2y^2+y^2z^2+z^2x^2),\qquad \nabla^2f=(12a+4b)r^2 .
\end{equation}
Here $\nabla^2x^4=12x^2$ and $\nabla^2(x^2y^2)=2x^2+2y^2$ were used. The choice $b=-3a$ gives a harmonic polynomial, which quarter turns leave unchanged. Hence $L=3$ for $O$, and the Clifford group is a 3-design and not a 4-design.

\subsection{Icosahedron}

Let $\varphi=(1+\sqrt5)/2$, so that $\varphi^2=\varphi+1$. The vertices $(0,\pm1,\pm\varphi)$ and their cyclic permutations form an icosahedron. The operations of $T$ map this set to itself, so $I$ contains $T$.

Take $1\le l\le4$ and a fivefold axis $\mathbf e$. With $\mathbf e$ as quantization axis, a rotation by $2\pi/5$ multiplies component $m$ by $e^{-2\pi im/5}$. An invariant can contain multiples of 5 only, and $|m|\le4$ leaves $m=0$. So $\mathbf e\cdot\mathbf L\,f=0$, where $\mathbf L$ is the orbital angular momentum. The same holds for a second fivefold axis $\mathbf e'$ not parallel to $\mathbf e$, and then
\begin{equation}
0=[\mathbf e\cdot\mathbf L,\mathbf e'\cdot\mathbf L]f=i(\mathbf e\times\mathbf e')\cdot\mathbf L\,f .
\end{equation}
Three independent components of $\mathbf L$ annihilate $f$, so $\mathbf L^2f=l(l+1)f=0$ and $f=0$.

For $l=5$ the subgroup $T$ suffices. The exponents must be all odd with sum 5, and cyclic symmetry leaves $xyz\,r^2$. Its Laplacian is
\begin{equation}
\nabla^2(xyz\,r^2)=6xyz+2\,\nabla(xyz)\cdot2\mathbf r=6xyz+12xyz=18xyz ,
\end{equation}
where $\mathbf r\cdot\nabla(xyz)=3xyz$ by homogeneity. It is not harmonic, so degree 5 is empty.

For $l=6$ an invariant is the sum over the six fivefold axes
\begin{equation}
\Phi(\mathbf r)=r^6\sum_{i=1}^6P_6(\mathbf e_i\cdot\hat{\mathbf r}),
\end{equation}
where $P_6$ denotes the Legendre polynomial, not the projector of Eq.~(\ref{P}). It is harmonic term by term, and $I$ permutes the terms. To see that it does not vanish, evaluate it at $\mathbf e_1$. The scalar product of vertices on two different axes is $\pm\varphi$, and each has squared length $1+\varphi^2=\varphi+2$. Thus
\begin{equation}
(\mathbf e_i\cdot\mathbf e_j)^2=\frac{\varphi^2}{(\varphi+2)^2}=\frac{\varphi+1}{5\varphi+5}=\frac15 .
\end{equation}
With $P_6(u)=(231u^6-315u^4+105u^2-5)/16$ one finds $P_6(1/\sqrt5)=41/125$, and $\Phi(\mathbf e_1)=1+5\times41/125=66/25$. Hence $L=5$ for $I$.

\section{What each derivation assumes}

Both rest on the projector property, and so on equal weights over a complete group. If some gates are drawn more often than others, the weighted average need not be a projector, and $n_l=0$ no longer guarantees agreement with the Haar average. A value $n_l>0$ still means failure: an invariant vector obeys $D^l(g)v=v$ for every $g$, so any weighted average returns $v$ and not $0$. Reweighting the gates of $G$ therefore cannot raise $L$. Both also concern one qubit: the reduction to integer spins used $\sigma_yU^*\sigma_y=U$, a property of SU(2).

The first derivation needs the whole group, but merely through its rotation angles and the orbits of its poles. It needs no coordinates and no model of the spin-$l$ space, and one formula covers all $l$. It counts invariants without displaying them.

The second needs coordinates and the realization of integer spin by harmonic polynomials. Its exclusions use few group elements: two fivefold axes dispose of $l=1$ to $4$ for $I$. As carried out here, it stops at the first failing degree and says nothing about large $l$. In return it exhibits the invariants, which determine how the first error depends on the states.

\section{Moments of a transition probability}

Let the input state have Bloch vector $\mathbf m$ and the measured state Bloch vector $\mathbf n$. Each density matrix has the form $(1+\mathbf m\cdot\boldsymbol\sigma)/2$, and $U$ turns $\mathbf m$ into $R\mathbf m$. The trace of the product of the two density matrices is
\begin{equation}
p=|\langle\phi|U|\psi\rangle|^2=\frac{1+u}2,\qquad u=\mathbf n\cdot R\mathbf m .
\end{equation}
Under the Haar average $R\mathbf m$ is uniform on the sphere, $u$ is uniform on $[-1,1]$ and $p$ on $[0,1]$. Hence $\langle p^k\rangle=1/(k+1)$. As $p^k$ is of degree $k$ in $U$ and in $U^*$, a $t$-design reproduces these values for $k\le t$.

Choose polar and azimuthal angles $(0.8,0.5)$ rad for the input and $(1.1,0.9)$ rad for the measured state. Then $\mathbf m=(0.6295,0.3439,0.6967)$ and $\mathbf n=(0.5540,0.6981,0.4536)$.

\paragraph{First error of $T$.} Expand $u^3=(\sum_in_im'_i)^3$ with $\mathbf m'=R\mathbf m$. Averaging over the reversals of two components removes every term except $6\,n_xn_yn_z\,m'_xm'_ym'_z$, and this product of components is the same for all $R$ in $T$. Since $T$ is a 2-design, $\langle u\rangle=0$ and $\langle u^2\rangle=1/3$. With $p^3=(1+3u+3u^2+u^3)/8$,
\begin{equation}
\langle p^3\rangle_T-\tfrac14=\tfrac34(n_xn_yn_z)(m_xm_ym_z)
=0.75\times0.175424\times0.150844=0.01985 .
\end{equation}
This is $7.9\%$ of the Haar value $1/4$. It vanishes if either Bloch vector lies in a coordinate plane, where $xyz=0$.

\paragraph{First error of the Clifford group.} Let $s_v=v_x^4+v_y^4+v_z^4$. For a unit vector, $\sum_{i<j}v_i^2v_j^2=(1-s_v)/2$. In $u^4$ the sign reversals leave the terms $n_i^4m_i'^4$ and $6n_i^2n_j^2m_i'^2m_j'^2$. Averaging over permutations replaces each factor in $\mathbf m'$ by its mean over the three axes or the three pairs:
\begin{align}
\langle u^4\rangle_O&=\frac{s_ns_m}3+6\cdot\frac{1-s_n}2\cdot\frac{1-s_m}{6}\nonumber\\
&=\frac15+\frac56\Big(s_n-\frac35\Big)\Big(s_m-\frac35\Big).
\end{align}
The 3-design property gives $\langle u\rangle=\langle u^3\rangle=0$ and $\langle u^2\rangle=1/3$. With $p^4=(1+4u+6u^2+4u^3+u^4)/16$,
\begin{equation}
\langle p^4\rangle_O-\tfrac15=\tfrac5{96}\big(s_n-\tfrac35\big)\big(s_m-\tfrac35\big).
\end{equation}
For the chosen states $s_n=0.374032$ and $s_m=0.406673$, so the error is $\tfrac5{96}(-0.225968)(-0.193327)=0.002275$, or $1.1\%$ of $1/5$. Since $s_v$ lies between $1/3$ and $1$, the error is largest in magnitude when both vectors lie along coordinate axes. It is then $\tfrac5{96}\cdot\tfrac4{25}=1/120$. A direct count agrees: $p$ is $1$ for one sixth of the gates, $0$ for one sixth and $\tfrac12$ for the rest, so $\langle p^4\rangle=\tfrac16+\tfrac23\cdot\tfrac1{16}=\tfrac5{24}=\tfrac15+\tfrac1{120}$.

\paragraph{First error of $I$.} With the icosahedron oriented as above, vertices at $(0,\pm1,\pm\varphi)$ and cyclic permutations, the group sum at $k=6$ exceeds $1/7$ by $3.9\times10^{-5}$, a relative error of $0.03\%$. The value belongs to these states and this orientation, and it changes if either is changed.

The full $t$-copy average shows the same thresholds independently of any state. For the Clifford group the squared distance in Eq.~(\ref{distance}) is $0$ at $t=3$. At $t=4$ it is $m_4n_4=1\times1=1$: one invariant direction separates the finite average from the Haar average. For $T$ it is $m_3n_3=1$ at $t=3$, and $m_3n_3+m_4n_4=7+1=8$ at $t=4$. For $I$, Eq.~(\ref{distance}) gives $0$ up to $t=5$ and $m_6n_6=1$ at $t=6$. The numerical output below gives the distances up to $t=4$, computed from the matrices themselves, together with the moments up to $k=6$.

\section*{Computed results}
\begin{verbatim}
Clifford group modulo phases, elements: 24
T: order 12, pole stabilizer orders [2, 3, 3]
  rotations by angle (degrees: number): {0: 1, 120: 8, 180: 3}
  n_l for l = 0..15: 1 0 0 1 1 0 2 1 1 2 2 1 3 2 2 3
  largest norm of mean D^l, l = 1..2: 4.4e-16; norm at l = 3: 1.000000
O: order 24, pole stabilizer orders [2, 3, 4]
  rotations by angle (degrees: number): {0: 1, 90: 6, 120: 8, 180: 9}
  n_l for l = 0..15: 1 0 0 0 1 0 1 0 1 1 1 0 2 1 1 1
  largest norm of mean D^l, l = 1..3: 2.7e-16; norm at l = 4: 1.000000
I: order 60, pole stabilizer orders [2, 3, 5]
  rotations by angle (degrees: number): {0: 1, 72: 12, 120: 20, 144: 12, 180: 15}
  n_l for l = 0..15: 1 0 0 0 0 0 1 0 0 0 1 0 1 0 0 1
  largest norm of mean D^l, l = 1..5: 5.2e-16; norm at l = 6: 1.000000
Haar F_t, t = 1..6: 1 2 5 14 42 132
T F_t, t = 1..6: 1.0000 2.0000 6.0000 22.0000 86.0000 342.0000
O F_t, t = 1..6: 1.0000 2.0000 5.0000 15.0000 51.0000 187.0000
I F_t, t = 1..6: 1.0000 2.0000 5.0000 14.0000 42.0000 133.0000
T squared distance to Haar, t = 1..4: 0.000000 0.000000 1.000000 8.000000
O squared distance to Haar, t = 1..4: 0.000000 0.000000 0.000000 1.000000
I squared distance to Haar, t = 1..4: 0.000000 0.000000 0.000000 0.000000
input state polar, azimuth (rad): 0.8 0.5
measured state polar, azimuth (rad): 1.1 0.9
input Bloch vector m: 0.629539 0.343919 0.696707
measured Bloch vector n: 0.553983 0.698107 0.453596
component products: m 0.150844, n 0.175424
sums of fourth powers: s_m 0.406673, s_n 0.374032
Haar <p^k>, k = 1..6: 0.500000 0.333333 0.250000 0.200000 0.166667 0.142857
T <p^k>, k = 1..6: 0.500000 0.333333 0.269846 0.241968 0.227483 0.218405
O <p^k>, k = 1..6: 0.500000 0.333333 0.250000 0.202275 0.172355 0.152253
I <p^k>, k = 1..6: 0.500000 0.333333 0.250000 0.200000 0.166667 0.142896
T error at k = 3: group sum 1.984622e-02, formula 1.984622e-02
O error at k = 4: group sum 2.275301e-03, formula 2.275301e-03
I error at k = 6: group sum 3.876699e-05
\end{verbatim}
